# Spin-dependent quantum-well resonances and reflection phases in a double-barrier junction: verification in Python

```python
# Result under test: resonances of a ferromagnetic well between two barriers obey
#     2 k d + phi_left + phi_right = 2 pi n,
# with phi = -2 arctan(beta), beta = kappa m_well / (k m_barrier), for thick barriers.
# k: spin-dependent wave number in the well; kappa: decay constant in the barrier;
# d: well width; phi: reflection phase at a well face, seen from inside the well.
# Finite barriers of width b add shifts and widths of order exp(-2 kappa b), which
# depend on the electrode band bottom and hence on the electrode magnetization.
# Hartree atomic units inside; eV and angstrom in the output. Fermi energy = 0.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
M_W, M_B = 1.0, 0.4                     # metal (well and electrodes), barrier
U = 1.0 / EV
D = 15.0 / ANG
B = 10.0 / ANG
BOTTOM = {"majority": -3.0 / EV, "minority": -1.0 / EV}
OTHER = {"majority": "minority", "minority": "majority"}


# ---------- formulas built on reflection phases ----------
def k_metal(E, V):
    return np.sqrt(2 * M_W * (E - V))


def kappa(E):
    return np.sqrt(2 * M_B * (U - E))


def phase(E, V):
    return -2 * np.arctan2(kappa(E) * M_W, k_metal(E, V) * M_B)


def level(n, V, d):
    return brentq(lambda E: 2 * k_metal(E, V) * d + 2 * phase(E, V)
                  - 2 * np.pi * n, V, U, xtol=1e-15)


def slope_and_probability(E, V, d):
    k, q = k_metal(E, V), kappa(E)
    beta = q * M_W / (k * M_B)
    face = 4 * beta / (1 + beta**2)
    inside = 2 * M_W * d / k + face * M_W / k**2
    total = inside + face * M_B / q**2
    return total, inside / total


def finite_reflection(E, V, b, V_el):
    beta = kappa(E) * M_W / (k_metal(E, V) * M_B)
    gamma = k_metal(E, V_el) * M_B / (kappa(E) * M_W)
    s = (1 + 1j * gamma) / (1 - 1j * gamma)
    eps = np.exp(-2 * kappa(E) * b)
    beta_eff = beta * (1 - s * eps) / (1 + s * eps)
    return (1 - 1j * beta_eff) / (1 + 1j * beta_eff)


def first_order_side(E, V, b, V_el):
    """Phase correction and transmission probability of one barrier."""
    beta = kappa(E) * M_W / (k_metal(E, V) * M_B)
    gamma = k_metal(E, V_el) * M_B / (kappa(E) * M_W)
    common = 4 * beta * np.exp(-2 * kappa(E) * b) / ((1 + beta**2) * (1 + gamma**2))
    return common * (1 - gamma**2), 4 * gamma * common


def predicted_pole(E, V, b, V_el):
    """Symmetric junction: closed-well level plus first-order complex shift."""
    total = slope_and_probability(E, V, D)[0]
    dphi, trans = first_order_side(E, V, b, V_el)
    return E - 2 * dphi / total - 0.5j * (2 * trans / total)


# ---------- independent road 1: diagonalization on a grid ----------
def grid_levels(V, d, cells=2000, pad=4):
    h = d / cells
    c = np.arange((2 * pad + 1) * cells)
    inside = ((c >= pad * cells) & (c < (pad + 1) * cells)).astype(float)
    inv_mass = np.where(inside > 0, 1 / M_W, 1 / M_B)
    pot = np.where(inside > 0, V, U)
    diag = (inv_mass[:-1] + inv_mass[1:]) / (2 * h**2) + (pot[:-1] + pot[1:]) / 2
    off = -inv_mass[1:-1] / (2 * h**2)
    energies, vecs = eigh_tridiagonal(diag, off, select="v", select_range=(V, U))
    weight = (inside[:-1] + inside[1:]) / 2
    prob = (weight[:, None] * vecs**2).sum(axis=0) / (vecs**2).sum(axis=0)
    return energies, prob


# ---------- independent road 2: full set of matching equations ----------
def matching(E, V, b_left, b_right, V_left, V_right):
    pots = [V_left, U, V, U, V_right]
    mass = [M_W, M_B, M_W, M_B, M_W]
    width = [0, b_left, D, b_right, 0]
    p = []
    for v, m in zip(pots, mass):
        x = complex(2 * m * (E - v))
        p.append(np.sqrt(x) if x.real > 0 else 1j * np.sqrt(-x))
    vel = [1j * a / m for a, m in zip(p, mass)]
    M = np.zeros((8, 8), complex)
    for j in range(4):
        r = 2 * j
        if j == 0:
            M[r:r + 2, 0] = 1, -vel[0]
        else:
            e = np.exp(1j * p[j] * width[j])
            M[r:r + 2, 2 * j - 1] = e, vel[j] * e
            M[r:r + 2, 2 * j] = 1, -vel[j]
        i = j + 1
        if i == 4:
            M[r:r + 2, 7] = -1, -vel[4]
        else:
            e = np.exp(1j * p[i] * width[i])
            M[r:r + 2, 2 * i - 1] = -1, -vel[i]
            M[r:r + 2, 2 * i] = -e, vel[i] * e
    source = np.zeros(8, complex)
    source[:2] = -1, -vel[0]
    return M, source, (vel[4] / vel[0]).real


def transmission(E, *junction):
    M, source, flux = matching(E, *junction)
    return flux * abs(np.linalg.solve(M, source)[7])**2


def matching_pole(E, *junction):
    def det(z):
        return np.linalg.det(matching(z, *junction)[0])
    E, h = complex(E), 1e-6
    for _ in range(25):
        step = det(E) * 2 * h / (det(E + h) - det(E - h))
        E -= step
    assert abs(step) < 1e-12
    return E


print(f"well width {D*ANG:.1f} A, barrier width {B*ANG:.1f} A")
print(f"barrier top {U*EV:.1f} eV, masses: metal {M_W:.1f}, barrier {M_B:.1f} m_e")

chosen = {}
for spin, V in BOTTOM.items():
    # All closed-well levels, their number and their well probabilities
    count = int(np.ceil(k_metal(U, V) * D / np.pi))
    E_grid, P_grid = grid_levels(V, D)
    assert len(E_grid) == count
    E_phase = np.array([level(n, V, D) for n in range(count)])
    P_phase = np.array([slope_and_probability(E, V, D)[1] for E in E_phase])
    assert np.max(abs(E_grid - E_phase)) * EV < 1e-4
    assert np.max(abs(P_grid - P_phase)) < 1e-3
    n = int(np.argmin(abs(E_phase)))
    E = E_phase[n]
    chosen[spin] = (n, E)
    k, q = k_metal(E, V), kappa(E)
    print(f"{spin}: band bottom {V*EV:.1f} eV; levels n=0.. (eV):")
    print("  " + " ".join(f"{x*EV:.4f}" for x in E_phase))
    print(f"  largest grid-phase difference {np.max(abs(E_grid-E_phase))*EV:.1e} eV")
    print(f"  nearest Fermi energy: n={n}, E={E*EV:.4f} eV")
    print(f"  k={k/ANG:.4f} 1/A, kappa={q/ANG:.4f} 1/A, beta={q*M_W/(k*M_B):.4f}")
    print(f"  2kd={2*k*D:.4f} rad, phase per face={phase(E, V):.4f} rad")
    print(f"  well probability {P_phase[n]:.4f}")
    hard = V + (np.pi * (n + 1) / D)**2 / (2 * M_W)
    print(f"  hard-wall energy for same n: {hard*EV:.4f} eV")

    # Thickness at which this level crosses the Fermi energy
    d_cross = (np.pi * n - phase(0.0, V)) / k_metal(0.0, V)
    assert abs(grid_levels(V, d_cross)[0][n]) * EV < 1e-4
    print(f"  at Fermi energy: phase per face {phase(0.0, V):.4f} rad")
    print(f"  crossing width {d_cross*ANG:.3f} A, "
          f"period {np.pi/k_metal(0.0, V)*ANG:.3f} A")

    # Open junction: electrodes parallel (P) or antiparallel (AP) to the well
    exact, approx = {}, {}
    for name, V_el in (("P", V), ("AP", BOTTOM[OTHER[spin]])):
        relative_error = []
        for b in (B, 1.5 * B):
            pole = matching_pole(E, V, b, b, V_el, V_el)
            guess = predicted_pole(E, V, b, V_el)
            relative_error.append(abs(pole - guess) / (-2 * pole.imag))
            if b == B:
                exact[name], approx[name] = pole, guess
        assert relative_error[0] < 0.05
        assert relative_error[1] < 0.3 * relative_error[0]
        pole, guess = exact[name], approx[name]
        print(f"  {name}: shift {(pole.real-E)*EV:.6f} eV "
              f"(first order {(guess.real-E)*EV:.6f})")
        print(f"  {name}: width {-2*pole.imag*EV:.6f} eV "
              f"(first order {-2*guess.imag*EV:.6f})")

        # Symmetric junction transmits fully where the exact phase condition holds
        width = -2 * pole.imag
        E_res = brentq(lambda x: np.angle(finite_reflection(x, V, B, V_el)**2
                       * np.exp(2j * k_metal(x, V) * D)),
                       pole.real - width, pole.real + width, xtol=1e-15)
        assert abs(transmission(E_res, V, B, B, V_el, V_el) - 1) < 1e-7
    move = (exact["AP"] - exact["P"]).real
    move_guess = (approx["AP"] - approx["P"]).real
    assert abs(move - move_guess) < 0.1 * abs(move)
    print(f"  level move P to AP: {move*EV:.6f} eV")

# Minority level computed with the wrong (majority) reflection phase
n_min, E_min = chosen["minority"]
V_maj, V_min = BOTTOM["majority"], BOTTOM["minority"]
E_wrong = brentq(lambda E: 2 * k_metal(E, V_min) * D + 2 * phase(E, V_maj)
                 - 2 * np.pi * n_min, V_min, U)
print(f"minority n={n_min} with majority phase: {E_wrong*EV:.4f} eV")

# Exchange splitting at equal n is the integral of the well probability
E_maj_same = level(n_min, V_maj, D)
splitting = E_min - E_maj_same
integral = quad(lambda V: slope_and_probability(level(n_min, V, D), V, D)[1],
                V_maj, V_min)[0]
assert abs(splitting - integral) * EV < 1e-6
assert splitting < V_min - V_maj
print(f"splitting at n={n_min}: {splitting*EV:.4f} eV, "
      f"band splitting {(V_min-V_maj)*EV:.1f} eV")

# Asymmetric junction: round-trip formula, peak position and peak height
b_right = 12.0 / ANG
junction = (V_maj, B, b_right, V_maj, V_min)
for E in np.linspace(-0.9, 0.95, 41) / EV:
    r_l = finite_reflection(E, V_maj, B, V_maj)
    r_r = finite_reflection(E, V_maj, b_right, V_min)
    airy = ((1 - abs(r_l)**2) * (1 - abs(r_r)**2)
            / abs(1 - r_l * r_r * np.exp(2j * k_metal(E, V_maj) * D))**2)
    assert abs(airy / transmission(E, *junction) - 1) < 1e-7
n_maj, E_maj = chosen["majority"]
pole = matching_pole(E_maj, *junction)
width = -2 * pole.imag
E_phase = brentq(lambda x: np.angle(finite_reflection(x, V_maj, B, V_maj)
                 * finite_reflection(x, V_maj, b_right, V_min)
                 * np.exp(2j * k_metal(x, V_maj) * D)),
                 pole.real - width, pole.real + width, xtol=1e-15)
peak = minimize_scalar(lambda x: -transmission(pole.real + x * width, *junction),
                       bounds=(-1, 1), method="bounded", options={"xatol": 1e-7})
E_peak = pole.real + peak.x * width
assert abs(E_peak - E_phase) < 0.05 * width
t_l = first_order_side(E_maj, V_maj, B, V_maj)[1]
t_r = first_order_side(E_maj, V_maj, b_right, V_min)[1]
height = 4 * t_l * t_r / (t_l + t_r)**2
assert abs(height + peak.fun) < 0.02
print(f"asymmetric junction, majority n={n_maj}: right barrier {b_right*ANG:.1f} A")
print("  left electrode parallel, right electrode antiparallel to well")
print(f"  peak height {-peak.fun:.4f} (first order {height:.4f})")
print(f"  |peak - phase condition| / width = {abs(E_peak-E_phase)/width:.1e}")
print("every check passed")
```

Running it gives:

```
well width 15.0 A, barrier width 10.0 A
barrier top 1.0 eV, masses: metal 1.0, barrier 0.4 m_e
majority: band bottom -3.0 eV; levels n=0.. (eV):
  -2.8576 -2.4342 -1.7430 -0.8171 0.2540
  largest grid-phase difference 7.3e-06 eV
  nearest Fermi energy: n=4, E=0.2540 eV
  k=0.9242 1/A, kappa=0.2799 1/A, beta=0.7571
  2kd=27.7248 rad, phase per face=-1.2960 rad
  well probability 0.7793
  hard-wall energy for same n: 1.1781 eV
  at Fermi energy: phase per face -1.4798 rad
  crossing width 15.829 A, period 3.540 A
  P: shift 0.000645 eV (first order 0.000663)
  P: width 0.004733 eV (first order 0.004701)
  AP: shift -0.000502 eV (first order -0.000478)
  AP: width 0.004782 eV (first order 0.004790)
  level move P to AP: -0.001147 eV
minority: band bottom -1.0 eV; levels n=0.. (eV):
  -0.8666 -0.4761 0.1315 0.8163
  largest grid-phase difference 1.7e-06 eV
  nearest Fermi energy: n=2, E=0.1315 eV
  k=0.5450 1/A, kappa=0.3020 1/A, beta=1.3853
  2kd=16.3486 rad, phase per face=-1.8911 rad
  well probability 0.8806
  hard-wall energy for same n: 0.5041 eV
  at Fermi energy: phase per face -2.0137 rad
  crossing width 16.195 A, period 6.132 A
  P: shift -0.000314 eV (first order -0.000311)
  P: width 0.001873 eV (first order 0.001876)
  AP: shift 0.000176 eV (first order 0.000179)
  AP: width 0.001947 eV (first order 0.001944)
  level move P to AP: 0.000490 eV
minority n=2 with majority phase: 0.0174 eV
splitting at n=2: 1.8745 eV, band splitting 2.0 eV
asymmetric junction, majority n=4: right barrier 12.0 A
  left electrode parallel, right electrode antiparallel to well
  peak height 0.7491 (first order 0.7492)
  |peak - phase condition| / width = 2.3e-04
every check passed
```
